# Deposited thickness for stress-driven roughening of a strained film

**Setting.** A continuous crystalline film is deposited coherently on a thick substrate at fixed temperature $T$. Its misfit leaves an in-plane elastic strain of magnitude $\epsilon$. The mean surface rises at the steady rate $R$, and atoms move along the surface by diffusion. A small ripple is already present:

$$h(x,t)=\bar h(t)+a(t)\cos kx,\qquad ak\ll1 .$$

Film and substrate are linear, isotropic and equally stiff, with Young's modulus $E$ and Poisson's ratio $\nu$. The surface energy $\gamma$ is constant and isotropic. Surface stress and wetting energy are neglected. The surface diffusivity $D$ and the areal density $n$ of mobile atoms depend on temperature, but not on strain or deposition rate. The atomic volume is $\Omega$. No dislocations form, and the incoming flux is uniform. The $z$ axis points out of the film.

## (a) Stress under a ripple

**Question.** Find the stress in the flat film, then its first-order change at the rippled surface. Explain why the film thickness does not enter.

**Answer.** In the flat film the two in-plane stresses are equal and the normal stress vanishes. Hooke's law gives $E\epsilon=\sigma_0-\nu\sigma_0$, hence

$$\sigma_0=\frac{E\epsilon}{1-\nu}.$$

This is a magnitude. Compression reverses its sign, but the energy found below contains $\sigma_0^2$.

Take $z=0$ at the mean surface. The surface normal is proportional to $(-h',1)$, with $h'=-ak\sin kx$. A free surface carries no traction, so to first order

$$-\sigma_0h'+\sigma_{xz}=0,\qquad \sigma_{zz}=0 .$$

The added stress must therefore satisfy $\sigma_{xz}(0)=-\sigma_0ak\sin kx$ and $\sigma_{zz}(0)=0$.

Use a stress function $\phi=f(z)\cos kx$, with

$$\sigma_{xx}=\phi_{zz},\qquad \sigma_{zz}=\phi_{xx},\qquad \sigma_{xz}=-\phi_{xz}.$$

These expressions satisfy force balance identically. Compatibility of the strains requires $\nabla^4\phi=0$, that is $(d^2/dz^2-k^2)^2f=0$. The solution that decays into the solid is $f=(P+Qz)e^{kz}$.

The normal stress at the surface is $-k^2P\cos kx$, so $P=0$. The shear stress there is $kf'(0)\sin kx=kQ\sin kx$, so $Q=-\sigma_0a$. Since $f''(0)=2kQ$,

$$\delta\sigma_{xx}(0)=-2\sigma_0ka\cos kx .$$

The stress is reduced at the crests and raised in the troughs.

The buried interface is flat. The jump of $\sigma_0$ across it concerns in-plane stress and puts no traction on the interface. With equal moduli, the added displacement and traction pass through it as through a uniform solid. The thickness therefore drops out, provided that the troughs do not reach the interface.

## (b) Energy gained by the ripple

**Question.** Find the change in strain energy density at the surface. Write it as $\delta U=-Aka\cos kx$ and determine $A$.

**Answer.** The ripple is uniform along $y$, so $\delta\epsilon_{yy}=0$. At the surface $\delta\sigma_{zz}=0$, and Hooke's law gives $\delta\sigma_{yy}=\nu\,\delta\sigma_{xx}$. The energy density there is

$$U=\frac{1}{2E}\left(\sigma_{xx}^2+\sigma_{yy}^2-2\nu\sigma_{xx}\sigma_{yy}\right),$$

because the shear contribution is of second order. Expanding about $\sigma_{xx}=\sigma_{yy}=\sigma_0$,

$$\delta U=\frac{\sigma_0(1-\nu)}{E}(\delta\sigma_{xx}+\delta\sigma_{yy})
=\frac{\sigma_0(1-\nu)(1+\nu)}{E}\delta\sigma_{xx}.$$

Inserting part (a) gives

$$A=\frac{2(1-\nu^2)\sigma_0^2}{E}=2E\epsilon^2\frac{1+\nu}{1-\nu}.$$

The second form uses $(1-\nu^2)/(1-\nu)^2=(1+\nu)/(1-\nu)$. The drive $A$ is an energy per volume and is quadratic in misfit.

When a thin layer $\delta h$ is added, the elastic energy changes by $U\delta h$ per area. The accompanying change of displacement contributes nothing to first order, because the solid is in mechanical equilibrium. If $F_{\rm el}$ is the elastic energy per area, averaging over $x$ gives $dF_{\rm el}/da=\langle\delta U\cos kx\rangle=-Aka/2$, so

$$F_{\rm el}(a)-F_{\rm el}(0)=-\frac{Aka^2}{4}.$$

This energy was tested by a finite-element calculation of a corrugated film with a mean thickness of one quarter wavelength and an amplitude of 0.005 wavelength. At 2% misfit it gave 0.999 times the formula for $A$, after a mesh extrapolation that shifted the value by 0.7%. Halving the film thickness changed $A$ by less than 0.01%.

## (c) Growth rate

**Question.** Derive the growth rate $s(k)$ of the ripple during deposition.

**Answer.** The surface energy per projected area is $\gamma\sqrt{1+h'^2}\simeq\gamma(1+h'^2/2)$. Varying $h$ and integrating by parts gives an energy $-\gamma h''$ per added volume. The chemical potential per volume, apart from a constant, is therefore

$$\mu=\delta U-\gamma h''=(-Ak+\gamma k^2)a\cos kx .$$

Per atom it is $\Omega\mu$. The atomic current along the surface is

$$J=-\frac{Dn}{k_BT}\frac{\partial(\Omega\mu)}{\partial x}.$$

Each atom carries the volume $\Omega$, so conservation of volume gives

$$\frac{\partial h}{\partial t}=R-\Omega\frac{\partial J}{\partial x}
=R+M\frac{\partial^2\mu}{\partial x^2},\qquad M=\frac{Dn\Omega^2}{k_BT}.$$

The difference between arc length and $x$ is of second order in the slope. The uniform part gives $d\bar h/dt=R$. In the ripple, two derivatives multiply $\mu$ by $-k^2$, hence

$$\frac{da}{dt}=s(k)a,\qquad s(k)=M(Ak^3-\gamma k^4).$$

Elastic relaxation makes ripples with $k<A/\gamma$ grow. Surface energy makes shorter ones decay. Deposition does not alter $s$ in this model; it sets how much material arrives while the ripple grows.

## (d) The scaling law

**Question.** At each misfit, follow the ripple that grows fastest. Show that the thickness deposited during a fixed logarithmic amplification $\Lambda=\ln(a/a_0)$ is proportional to $R/\epsilon^8$, and find the prefactor.

**Answer.** The derivative is

$$\frac{ds}{dk}=Mk^2(3A-4\gamma k).$$

It changes from positive to negative at

$$k_*=\frac{3A}{4\gamma},\qquad \lambda_*=\frac{2\pi}{k_*}=\frac{8\pi\gamma}{3A}.$$

There $A-\gamma k_*=A/4$, so the largest rate is

$$s_*=Mk_*^3\frac A4
=M\frac{27A^3}{64\gamma^3}\frac A4
=\frac{27MA^4}{256\gamma^3}.$$

At fixed temperature $s_*$ is constant in time. The amplitude obeys $a=a_0e^{s_*t}$, so the required time is $\Lambda/s_*$. The deposited thickness is

$$h_\Lambda=\frac{R\Lambda}{s_*}=\frac{256\gamma^3R\Lambda}{27MA^4}.$$

From part (b), $A^4=16E^4\epsilon^8[(1+\nu)/(1-\nu)]^4$. Substitution gives

$$h_\Lambda=\frac{16}{27}\left(\frac{1-\nu}{1+\nu}\right)^4
\frac{\gamma^3R\Lambda}{ME^4\epsilon^8}
\quad\Longrightarrow\quad h_\Lambda\propto\frac{R}{\epsilon^8}.$$

The power has two sources. Six powers of misfit come from $k_*^3$, since stronger strain selects shorter diffusion distances. Two more come from the driving energy. The thickness $h_\Lambda$ is counted from the moment when the ripple has amplitude $a_0$; any film already present is extra.

## (e) A ripple of prescribed wavelength

**Question.** Suppose that a pattern on the film surface fixes $k$, while the buried interface stays flat. Does the eighth power survive?

**Answer.** For $k<A/\gamma$, the same argument gives

$$h_\Lambda(k)=\frac{R\Lambda}{Mk^3(A-\gamma k)}.$$

Only $A$ varies with misfit, and $d\ln A/d\ln\epsilon=2$. Therefore

$$\frac{d\ln h_\Lambda}{d\ln\epsilon}=-\frac{2A}{A-\gamma k}.$$

For long waves, $\gamma k\ll A$, the exponent tends to $-2$. Near the stability limit $k=A/\gamma$ its magnitude diverges. At $k=k_*$ it equals $-8$, because a small shift of the maximum does not change $s$ to first order. This agreement is local.

Fix the wavelength that is fastest at 2.0% misfit, then raise the misfit to 2.5%. The drive rises by $1.25^2=1.5625$, while $\gamma k$ stays at 0.75 of the old drive. The thickness falls by

$$\frac{1.5625-0.75}{1-0.75}=3.25,$$

whereas following the fastest ripple gives $1.25^8=5.96$. These results do not apply to a pattern cut into the substrate, where the rippled interface adds its own stress.

## (f) Worked example

**Question.** Evaluate the thickness for tenfold growth from 0.1 nm, using $E=130$ GPa, $\nu=0.25$, $\gamma=1$ J/m², $T=820$ K, $R=0.1$ nm/s and $\epsilon=0.02$. Take $D=10^{-3}\exp(-1.3\ {\rm eV}/k_BT)$ cm²/s, $n=7$ nm$^{-2}$ and $\Omega=0.02$ nm³.

**Answer.** The film stress is $130\times0.02/0.75=3.47$ GPa. The drive is

$$A=2(130)(0.02)^2\frac{1.25}{0.75}=0.173\ {\rm GPa}=1.082\ {\rm eV/nm^3}.$$

With $\gamma=6.242$ eV/nm²,

$$k_*=\frac{3(1.082)}{4(6.242)}=0.130\ {\rm nm^{-1}},\qquad \lambda_*=48.3\ {\rm nm}.$$

At 820 K, $k_BT=0.0707$ eV and $D=1.02\times10^{-11}$ cm²/s, or $1.02\times10^3$ nm²/s. Thus $M=Dn\Omega^2/(k_BT)=40.6$ nm⁶/(eV s), and

$$s_*=\frac{27(40.6)(1.082)^4}{256(6.242)^3}=0.0241\ {\rm s^{-1}}.$$

Since $\Lambda=\ln10=2.303$, the growth takes about 96 s and

$$h_\Lambda=\frac{0.1\times2.303}{0.0241}=9.6\ {\rm nm}=96\ \text{Å}.$$

The final amplitude is 1 nm and the largest slope is 0.13, so the small-slope approximation is still reasonable.

The table shows what the law gives with the other inputs held fixed and no dislocations. At 1.0% and 1.5% misfit the thicknesses far exceed the critical values of about 10 and 6 nm that follow from the dislocation estimate in part (h), so a real film would probably relax first.

| Misfit | Fastest wavelength (nm) | Thickness (nm) |
|---|---|---|
| 1.0% | 193 | 2400 |
| 1.5% | 86 | 95 |
| 2.0% | 48 | 9.6 |
| 2.5% | 31 | 1.6 |

In a separate test, the finite-element values of $A$ were used in a real-space calculation of deposition and diffusion, with the wavelength searched for the least thickness. The fitted misfit exponent was $-8.000$. Doubling $R$ at 2% misfit doubled the thickness. The numerical output lists both sets of thicknesses.

## (g) Noise and a broad spectrum

**Question.** How do random arrivals, or a measurement of total roughness, change the result?

**Answer.** Let $S$ be the spectral power of the surface height at $k_*$. Atoms arrive at the rate $R/\Omega$ per area. Independent arrivals, each of volume $\Omega$, add power at the rate $(R/\Omega)\Omega^2=R\Omega$. Since amplitudes grow at $s_*$, powers grow at $2s_*$:

$$\frac{dS}{dt}=2s_*S+R\Omega,\qquad S=(S_0+q)e^{2s_*t}-q,\qquad q=\frac{R\Omega}{2s_*}.$$

Setting $S=G^2S_0$, with $G=10$, gives

$$h=\frac{R}{2s_*}\ln\frac{G^2S_0+q}{S_0+q}.$$

Assume an initial roughness of 0.1 nm rms, with equal power at all wavenumbers up to $K=\pi/(1\ {\rm nm})$. Integration over the disc $k<K$ gives $(0.1\ {\rm nm})^2=S_0K^2/(4\pi)$, so $S_0=0.0127$ nm⁴. For the example $q=0.0415$ nm⁴, larger than $S_0$, and arrival noise alone lowers the thickness from 9.6 to 6.6 nm. Because $q$ itself varies as $R/\epsilon^8$, strict proportionality is lost.

Diffusion is noisy too. The random hops that give the mobility $M$ add power at the rate $2Mk_BTk_*^2$, which is 0.097 nm⁴/s here, against $R\Omega=0.002$ nm⁴/s from arrivals. Adding this rate to $R\Omega$ raises $q$ to about 2.05 nm⁴, and the thickness for a hundredfold rise of $S$ falls to about 1.0 nm. Thermal noise then supplies most of the power at $k_*$. This large effect reflects the smooth start assumed here. An unstrained surface in thermal equilibrium has $S=k_BT/(\gamma k_*^2)=0.67$ nm⁴, and starting from that value the same formula gives 6.7 nm. For a starting power $S_0$ that does not depend on misfit, the law $R/\epsilon^8$ returns when the total $q$ is much smaller than $S_0$; for the smooth start assumed here it fails, and the local misfit exponent is about $-4.8$. The equilibrium start is different. The hop part of $q$ is $Mk_BTk_*^2/s_*=4k_BT/(Ak_*)$, which is $4\gamma k_*/A=3$ times $k_BT/(\gamma k_*^2)$ at every misfit and rate. When arrival noise is small against hop noise, $h=(R/2s_*)\ln[(G^2+3)/4]$, so $R/\epsilon^8$ survives with a smaller prefactor even though $q$ exceeds $S_0$.

Now omit the noise and ask for tenfold growth of the total rms roughness. Most of the initial power lies in short waves that decay, so the surviving band must grow more. Put $\tau=s_*h/R$ and $\xi=k/k_*$. Then $s/s_*=4\xi^3-3\xi^4\simeq1-6(\xi-1)^2$ near the maximum, and a Gaussian integral over this band gives

$$k_*^2\sqrt{\frac{\pi}{12\tau}}\,e^{2\tau}\simeq\frac{G^2K^2}{2}.$$

The right side is $G^2\int_0^K k\,dk$. Direct integration over the spectrum gives $h=24.6$ nm, or $\tau=5.9$. Taking the logarithm, with $k_*^2\propto\epsilon^4$, gives

$$\frac{d\tau}{d\ln\epsilon}=-\frac{4}{2-1/(2\tau)}\simeq-2.09 .$$

Since $h=R\tau/s_*$, the local exponent is $-8-2.09/5.9=-8.35$, in agreement with the direct integration. The eighth power therefore belongs to the amplification of the fastest ripple, not to total roughness.

## (h) Comparison with real films

**Question.** Which neglected effects matter most for the example?

**Answer.** The inputs are round, rough values in the regime of strained semiconductor alloy films grown by molecular-beam epitaxy. The diffusivity and the mobile-atom density are the least certain, and $h_\Lambda$ is inversely proportional to their product. The value of $n$ is about one full atomic layer, so $D$ is an effective diffusivity averaged over all surface atoms, not that of a free adatom.

Three omissions can be serious. Thermal noise, estimated in part (g), lowers the thickness about tenfold for the smooth start assumed there, but only by about 30% for a start in thermal equilibrium. Real semiconductor films are also elastically anisotropic. For a (001) film of Si$_{0.5}$Ge$_{0.5}$, with cubic constants $c_{11}=147$, $c_{12}=56$ and $c_{44}=73$ GPa in film and substrate, $A$ is 19% below the value used here for ripples along [100] and 27% below it along [110]. With the other inputs unchanged, the thickness becomes about 22 and 34 nm, because $A$ enters to the fourth power. Finally, misfit dislocations can remove much of the strain that drives the ripple. For these, a standard estimate balances the misfit force on a threading dislocation against its line tension:

$$\sigma_0bh\cos\lambda=\frac{Eb^2(1-\nu\cos^2\beta)}{8\pi(1-\nu^2)}\left[\ln\frac hb+1\right].$$

Here $b$ is the Burgers vector length, $\lambda$ the angle that resolves the misfit force, and $\beta$ the angle between Burgers vector and line. With $b=0.38$ nm and both cosines equal to 0.5, the critical thickness is 3.7 nm. The 9.6 nm result therefore requires a metastable coherent film. Equilibrium relaxation at 9.6 nm would leave about 1.0% strain; a film held at that strain throughout would need about 250 times the thickness. In this estimate, with noise left out, roughening comes first above 2.3% misfit, where both thicknesses are 3.0 nm. The continuum description is itself strained at the start, where the amplitude of 0.1 nm is less than the height of one atomic layer, about $n\Omega=0.14$ nm.

The other estimates, each with the remaining inputs held fixed, are smaller:

- A substrate 20% stiffer than the film lowers $A$ by 2% when the film is 9.6 nm thick. At the fixed wavelength $\lambda_*$, using this value of $A$ throughout lengthens the required thickness by 9%. A thinner film feels the substrate more strongly, so a ripple of this wavelength that grows from the very start of deposition needs about 23% more thickness.
- Raising $\gamma$ by 2%, as an assumed effect of strain, raises the thickness by 6%, through $\gamma^3$.
- A temperature 10 K higher lowers it by 19%, mainly through the diffusion barrier. This is why the scaling must be compared at fixed temperature.

A diffusion barrier that depends on strain would change the power law itself: a shift of 10 meV per 1% strain moves the local exponent at 2% misfit by about 0.3. Surface stress, facets, wetting forces and alloy segregation can also break the assumptions. Their effect on the number has not been calculated here.

## Numbers as computed

```
Young's modulus 130 GPa, Poisson's ratio 0.25
surface energy 1.00 J/m^2 = 6.242 eV/nm^2
temperature 820 K, kT 0.07066 eV
deposition rate 0.10 nm/s, misfit 2.0 %
diffusivity prefactor 1.0e-03 cm^2/s, barrier 1.3 eV
atomic volume 0.02 nm^3, mobile-atom density 7.0 nm^-2
amplification 10, its logarithm 2.3026
diffusivity 1.024e-11 cm^2/s
mobility M 40.558 nm^6/(eV s)
film stress 3.467 GPa
elastic drive A 1.0819 eV/nm^3 = 0.1733 GPa
fastest wavenumber 0.1300 nm^-1, wavelength 48.33 nm
largest growth rate 0.02410 s^-1
time for the amplification 95.54 s
MAIN RESULT: thickness 9.554 nm = 95.54 angstrom
misfit %, wavelength nm, thickness nm: formula, numerical
  1.0  193.33  2445.878  2450.265
  1.5  85.92  95.434  95.606
  2.0  48.33  9.554  9.571
  2.5  30.93  1.603  1.606
numerical misfit exponent -8.0000
numerical rate exponent 1.0000
thickness at doubled rate, numerical 19.143 nm
finite-element A / formula A 0.99915
mesh shift of A, fine mesh to extrapolated 0.704 %
A at half the film thickness / A 1.00007
2.0 to 2.5 % misfit, fixed wavelength: thickness falls by 3.245
2.0 to 2.5 % misfit, eighth power: thickness falls by 5.960
local exponent at fixed fastest wavelength -7.981
Neglected effects:
Burgers vector 0.38 nm, slip and line cosines 0.5, 0.5
dislocation critical thickness 3.721 nm
equilibrium residual strain at main thickness 1.003 %
thickness factor if strain were that low 250.3
roughening comes first above misfit 2.310 %
thickness at that misfit 3.015 nm
20 % stiffer substrate: A factor 0.9796
20 % stiffer substrate: thickness factor 1.089
initial rms roughness 0.1 nm, cutoff length 1.0 nm
initial spectral power 0.01273 nm^4
shot-noise spectral power 0.04149 nm^4
thickness with shot noise 6.615 nm
thickness for tenfold total rms, no shot noise 24.557 nm
local misfit exponent for total rms -8.353
surface energy raised by fraction equal to misfit: thickness +6.12 %
10 K hotter: thickness -18.90 %
single ripple: start 0.1 nm, end 1.00 nm
largest final slope 0.1300
```
